# Why the magnetic attempt frequency is not a universal 1 GHz

**Q:** For the thermal reversal of a small magnet I write the rate as $10^9\,\mathrm{s^{-1}}\times e^{-\Delta}$, with $\Delta$ the barrier divided by $k_BT$. The material enters through the barrier, and the attempt frequency is 1 GHz for every magnet. What is wrong with that?

**A:** The exponential is right, but the number in front has to come from the dynamics, and you have not used any. Take a magnet that reverses coherently, with moment $\mu=M_sV$ and direction $\mathbf u$, and let $x=u_z=\cos\theta$. With uniaxial anisotropy and a field $B$ along the easy axis,
$$E(x)=-KVx^2-\mu Bx .$$
The effective field is $-(1/\mu)\,\partial E/\partial\mathbf u=(B+B_Kx)\,\hat{\mathbf z}$, where $B_K=2K/M_s$ is the anisotropy field. At $B=0$ the wells lie at $x=\pm1$ and the barrier at $x=0$, so the barrier is $E_b=KV=\mu B_K/2$. What makes this magnet move from one value of $x$ to another?

**Q:** Precession, I suppose. It swings around at gigahertz frequencies, and each turn is an attempt.

**A:** Let us check with the Landau–Lifshitz–Gilbert equation,
$$\dot{\mathbf u}=-\gamma\,\mathbf u\times\mathbf B_{\rm eff}+\alpha\,\mathbf u\times\dot{\mathbf u},$$
with $\gamma>0$ in rad s⁻¹ T⁻¹ and $\alpha$ the Gilbert damping. Take the cross product of $\mathbf u$ with both sides. Since $|\mathbf u|=1$, $\mathbf u\cdot\dot{\mathbf u}=0$ and $\mathbf u\times(\mathbf u\times\dot{\mathbf u})=-\dot{\mathbf u}$, so
$$\mathbf u\times\dot{\mathbf u}=-\gamma\,\mathbf u\times(\mathbf u\times\mathbf B_{\rm eff})-\alpha\dot{\mathbf u}.$$
Inserting this in the damping term and collecting $\dot{\mathbf u}$ gives
$$(1+\alpha^2)\,\dot{\mathbf u}=-\gamma\,\mathbf u\times\mathbf B_{\rm eff}-\alpha\gamma\,\mathbf u\times(\mathbf u\times\mathbf B_{\rm eff}).$$
Now take the $z$ component. The vector $\mathbf u\times\hat{\mathbf z}$ has none, so precession drops out. In the second term $\mathbf u\times(\mathbf u\times\hat{\mathbf z})=x\mathbf u-\hat{\mathbf z}$, whose $z$ component is $x^2-1$. Hence
$$\dot x=\frac{\alpha\gamma}{1+\alpha^2}\,(1-x^2)(B+B_Kx).$$
Precession carries the moment around a circle of constant energy. It makes no attempt on the barrier.

**Q:** But this equation drives the moment into a well, not out of it.

**A:** Escape needs the thermal field. Treat it as classical, isotropic white noise, which makes $\mathbf u$ diffuse on the sphere. Diffusion on a sphere contributes $-D(1-x^2)\,\partial_xP$ to the current of the probability density $P(x,t)$. With $v=E/k_BT$ we have $v'=-\mu(B+B_Kx)/k_BT$, so the total current is
$$J=-D(1-x^2)\,\partial_xP-\frac{\alpha\gamma k_BT}{(1+\alpha^2)\mu}\,(1-x^2)\,v'P .$$
In equilibrium $P\propto e^{-v}$, for which $\partial_xP=-v'P$, and the current must vanish. This fixes the strength of the noise:
$$D=\frac{\alpha\gamma k_BT}{(1+\alpha^2)\mu}=\frac{\alpha\gamma B_K}{2\Delta(1+\alpha^2)},\qquad \Delta=\frac{E_b}{k_BT}.$$
The second form uses $\mu B_K=2E_b$. Damping and noise come from the same coupling to the heat bath, so $\alpha$ sets both.

**Q:** How does a diffusion coefficient become a rate over a barrier?

**A:** Consider escape from the well at $x=+1$ towards $x=-1$. Both terms of the current combine into one derivative, and the flux to the left is
$$F=-J=D(1-x^2)\,e^{-v}\,\frac{d}{dx}\!\left(Pe^{v}\right).$$
When the barrier is high, the population leaks so slowly that $F$ is nearly the same at every $x$ between the wells. Divide by $D(1-x^2)e^{-v}$ and integrate from a point inside the left well to a point inside the right one. On the right the population is in local equilibrium, $P=Ce^{-v}$. On the left, arrivals are removed, so $Pe^v=0$. Therefore
$$\frac{F}{D}\,I=C,\qquad I=\int_{\rm barrier}\frac{e^{v}}{1-x^2}\,dx .$$
The right well holds the population $CN$, with $N=\int_{\rm well}e^{-v}dx$. The rate per occupied well is
$$\Gamma_+=\frac{F}{CN}=\frac{D}{NI}.$$

For the two integrals, let $h=B/B_K$ with $|h|<1$, so that $v=-\Delta(x^2+2hx)$. Near the well put $x=1-y$:
$$v=-\Delta(1+2h)+2\Delta(1+h)\,y-\Delta y^2 .$$
The minimum lies at the end of the interval, where the slope is finite. The linear term dominates and gives a simple exponential integral,
$$N\simeq\frac{e^{\Delta(1+2h)}}{2\Delta(1+h)} .$$
The barrier is at $x=-h$, where $v=\Delta h^2-\Delta(x+h)^2$. This integral is Gaussian, and $1/(1-x^2)$ may be taken at the top:
$$I\simeq\frac{e^{\Delta h^2}}{1-h^2}\sqrt{\frac{\pi}{\Delta}} .$$
Multiply out, using $2\Delta D=\alpha\gamma B_K/(1+\alpha^2)$ and $1+2h+h^2=(1+h)^2$:
$$\Gamma_+=f_0\,e^{-\Delta(1+h)^2},\qquad f_0=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac{\Delta}{\pi}}\,(1+h)(1-h^2).$$
This is Brown's formula. The other well follows from $h\to-h$. The approximations require the lower of the two barriers to be high as well, $\Delta(1-|h|)^2\gg1$.

**Q:** So at zero field the prefactor contains the damping, the anisotropy field, the barrier and the temperature. Could the approximations have put them there?

**A:** The leading correction at $h=0$ answers that. In the well, expanding $e^{\Delta y^2}\simeq1+\Delta y^2$ gives
$$\int_0^\infty e^{-2\Delta y}(1+\Delta y^2)\,dy=\frac1{2\Delta}\left(1+\frac1{2\Delta}\right).$$
At the barrier $1/(1-x^2)\simeq1+x^2$, and the Gaussian average of $x^2$ is $1/(2\Delta)$. Both $N$ and $I$ grow by the factor $1+1/(2\Delta)$, so the rate is multiplied by $1-1/\Delta$ to this order.

When comparing rates, keep track of a factor of two. If the well populations are $p_\pm$, then $\dot p_+=-\Gamma_+p_++\Gamma_-p_-$, and a deviation from equilibrium decays at $\Gamma_++\Gamma_-$. At zero field that is $2\Gamma$. Diagonalizing the diffusion equation gives a relaxation rate of 0.890 times $2\Gamma$ at $\Delta=10$ and 0.948 times at $\Delta=20$, against 0.900 and 0.950 from $1-1/\Delta$.

The reduction to one variable was tested separately, by simulating the full three-dimensional equation with noise at $\Delta=2$. For $\alpha=0.2$ the mean of $x$ at the chosen time was $0.426\pm0.007$, against 0.415 from the diffusion equation. For $\alpha=1$ it was $0.411\pm0.007$ against 0.402. Both differences are less than two standard errors, within the test's limit of four. The numerical output below lists these comparisons.

**Q:** Then give me numbers. Perhaps everything still lands near 1 GHz.

**A:** Take a model disc 20 nm across and 2 nm thick, with $M_s=10^6$ A/m, an effective $B_K=0.8$ T and $T=300$ K. I assume that it reverses coherently. In a real disc of this size that depends on the exchange stiffness: if exchange is weak, a domain wall may offer a lower barrier. Its volume is 628.3 nm³, so $\mu=6.283\times10^{-19}$ A m² and
$$E_b=\tfrac12(6.283\times10^{-19})(0.8)\ \mathrm J=2.513\times10^{-19}\ \mathrm J=1.57\ \mathrm{eV},\qquad \Delta=60.68 .$$
With $\gamma B_K=1.409\times10^{11}$ rad/s, $\sqrt{\Delta/\pi}=4.395$ and $\alpha=0.01$,
$$f_0\simeq0.01\times1.409\times10^{11}\times4.395\ \mathrm{s^{-1}}\simeq6.2\times10^{9}\ \mathrm{s^{-1}} .$$
For $\alpha=0.001$ it is $0.62\times10^9$ s⁻¹, and for $\alpha=0.1$ it is $61\times10^9$ s⁻¹. Since $f_0$ is nearly proportional to $\alpha$ here, this disc would have your $10^9$ s⁻¹ at $\alpha\approx0.0016$. That is a property of one set of parameters.

The barrier alone does not settle the matter either. Give another magnet ten times the moment and $B_K=0.08$ T. Then $E_b=\mu B_K/2$ and $\Delta$ are unchanged, but at $\alpha=0.01$ its $f_0$ is $0.62\times10^9$ s⁻¹, ten times smaller than the disc's.

**Q:** The disc's precession frequency must be of the same order as $f_0$, though.

**A:** It is $\gamma B_K/2\pi=22.4$ GHz at the bottom of the well when the damping is weak. In general the equation of motion divides this by $1+\alpha^2$. The ratio of $f_0$ to the weak-damping value, at zero field, is
$$\frac{f_0}{\gamma B_K/2\pi}=\frac{2\pi\alpha}{1+\alpha^2}\sqrt{\frac{\Delta}{\pi}},$$
about 0.28 for $\alpha=0.01$ and ten times less for $\alpha=0.001$. As $\alpha\to0$, escape stops: without coupling to the bath, $x$ is conserved. For large $\alpha$ the prefactor falls as $1/\alpha$, because the motion becomes sluggish. The derivative of $\alpha/(1+\alpha^2)$ is $(1-\alpha^2)/(1+\alpha^2)^2$, so escape is fastest at $\alpha=1$.

**Q:** And a field? I would expect one that favours reversal to raise the attempt frequency.

**A:** Here it lowers it. For $h=-0.2$ the factor $(1+h)(1-h^2)$ is $0.8\times0.96=0.768$, and $f_0$ drops from 6.19 to $4.75\times10^9$ s⁻¹. The well at $x=+1$ has become shallower and broader, so $N$ in units of its Boltzmann factor is larger, which gives the factor 0.8. The factor 0.96 comes from the top of the barrier, which has moved to $x=0.2$, where $1-x^2$ and with it the diffusion in $x$ are smaller. The escape rate still rises enormously, because the exponent falls from 60.68 to 38.83.

**Q:** I could avoid all this by measuring. I plot $\ln\Gamma$ against $1/T$ and read $f_0$ from the intercept.

**A:** Suppose first that $K$, $M_s$ and $\alpha$ do not change with temperature. Then $f_0\propto T^{-1/2}$: for the disc with $\alpha=0.01$ it falls from $6.19\times10^9$ s⁻¹ at 300 K to $5.36\times10^9$ s⁻¹ at 400 K. With $\beta=1/k_BT$,
$$\ln\Gamma=\text{const}+\tfrac12\ln\beta-\beta E_b,\qquad -\frac{d\ln\Gamma}{d\beta}=E_b-\tfrac12k_BT .$$
The tangent line therefore shows a barrier too small by $k_BT/2$. Its prefactor is
$$\Gamma\,e^{\beta(E_b-k_BT/2)}=f_0\,e^{-1/2}\simeq0.607f_0 .$$
First-passage times computed around 300 K give a shift of $0.517\,k_BT$ and a factor of 0.586. The small differences come from the correction $1-1/\Delta$. It adds about $1/\Delta=0.016$ to the shift and multiplies the prefactor by about $1-2/\Delta=0.967$.

A temperature-dependent anisotropy can do far more. If the barrier falls as $E_b=E_0-cT$, then $e^{-E_b/k_BT}=e^{c/k_B}e^{-E_0/k_BT}$, and the factor $e^{c/k_B}$ ends up in the intercept. The intercept is then not an attempt frequency.

**Q:** Still, $f_0$ enters a memory design through a logarithm. Does a factor of ten matter?

**A:** It matters little for the barrier and a great deal for the error count. Ask for one expected flip among $N_b=10^9$ identical, independent bits in $t=10$ years, or $3.154\times10^8$ s. Setting $N_bt\Gamma=1$ at zero field gives
$$\Delta=\ln(N_b\,t\,f_0).$$
Your assumption yields $\ln(3.154\times10^{26})=61.02$. With Brown's $f_0$, which itself contains $\sqrt\Delta$, the equation is solved self-consistently. I vary the volume and hold $B_K$ and $T$ fixed. The required $\Delta$ is 60.54 for $\alpha=0.001$, 62.86 for $\alpha=0.01$ and 65.17 for $\alpha=0.1$; the correction $1-1/\Delta$ lowers each by about 0.02. At the largest of these three dampings your barrier is about 4 $k_BT$ too low, which a volume increase of some 7% would cure.

If you build the bits with $\Delta=61.02$ anyway, the expected number of flips is
$$N_b\,t\,f_0\,e^{-61.02}=\frac{f_0}{10^9\ \mathrm{s^{-1}}},$$
which is 0.62, 6.2 and 61 for the three dampings, or 0.61, 6.1 and 60 with the correction $1-1/\Delta$. So 1 GHz can serve for a rough barrier estimate at parameters like these, but not for an error rate.

**Q:** Then I shall put Brown's formula into every calculation instead.

**A:** Only where its assumptions hold. If the energy also depends on the azimuth, as with a second anisotropy axis or a field tilted from the easy axis, precession no longer conserves $x$. The reduction to one variable fails, and this prefactor with it. A small asymmetry is enough: at $\Delta=12$ a transverse field of $0.02B_K$ lowers the ratio of the rates at $\alpha=0.1$ and $\alpha=0.01$ from 9.9 to 6.3, so the tenfold steps in the error count above belong to the strictly symmetric magnet. If the magnet is large enough to reverse by a domain wall, $KV$ is not the barrier and a single direction $\mathbf u$ does not describe the path. If the barrier is only a few $k_BT$, the correction is no longer small: at $\Delta=5$ the relaxation rate is already 20% below $2\Gamma$. In each case the prefactor must be worked out from the dynamics that apply.

## Calculated quantities

```
Simulation test: barrier/kT = 2.0
 alpha=0.2: time*gamma*B_K=20, mean x simulated 0.426 +- 0.007, Fokker-Planck 0.415
 alpha=1.0: time*gamma*B_K=8, mean x simulated 0.411 +- 0.007, Fokker-Planck 0.402
Relaxation rate from diagonalization / (2 x Brown rate):
 barrier/kT=5: 0.7965; 1-kT/barrier = 0.8000
 barrier/kT=10: 0.8896; 1-kT/barrier = 0.9000
 barrier/kT=20: 0.9478; 1-kT/barrier = 0.9500
Disc: diameter 20 nm, thickness 2 nm, volume 628.3 nm^3
M_s = 1.0e+06 A/m, B_K = 0.8 T, T = 300 K
gamma = 1.7609e+11 rad/s/T, gamma*B_K = 1.4087e+11 rad/s
Moment = 6.2832e-19 A m^2
Barrier = 2.5133e-19 J = 1.569 eV
Barrier/kT = 60.68, sqrt(delta/pi) = 4.395
Precession frequency = 22.42 GHz
Zero-field attempt frequency and mean dwell time in one well:
 alpha=0.001: f0 = 0.619 x 1e9 1/s, dwell = 1.15e+10 years
 alpha=0.01: f0 = 6.190 x 1e9 1/s, dwell = 1.15e+09 years
 alpha=0.1: f0 = 61.297 x 1e9 1/s, dwell = 1.16e+08 years
 first-passage rate / Brown rate = 0.9833
Same barrier, 10 x moment, B_K = 0.08 T, alpha=0.01: f0 = 0.619 x 1e9 1/s
At 400 K, alpha=0.01: barrier/kT = 45.51, f0 = 5.361 x 1e9 1/s
Field along the axis, escape from x=+1, alpha=0.01:
 h=-0.2: f0 = 4.754 x 1e9 1/s, barrier/kT = 38.83, first-passage/Brown = 0.9766
 h=+0.2: f0 = 7.131 x 1e9 1/s, barrier/kT = 87.38, first-passage/Brown = 0.9840
Arrhenius line near 300 K: (true - apparent barrier)/kT = 0.517
 apparent f0 / Brown f0 = 0.586; exp(-1/2) = 0.607
Retention: 1e+09 bits, 10 years = 3.154e+08 s, one expected flip
 barrier/kT needed if f0 were 1e9 1/s: 61.02
 alpha=0.001: needed barrier/kT = 60.54; flips with the 1e9 1/s design = 0.62
 alpha=0.01: needed barrier/kT = 62.86; flips with the 1e9 1/s design = 6.21
 alpha=0.1: needed barrier/kT = 65.17; flips with the 1e9 1/s design = 61.47
Damping of fastest escape at fixed barrier: alpha = 1.00
```
